# Core polarization potentials: factorized integrals, Fock matrices and choice of settings, part 2

A core polarization potential (CPP) adds to a valence-electron self-consistent field (SCF) calculation the energy of the dipoles induced in the cores. Hartree atomic units are used. A core at \(\mathbf R_\lambda\) has polarizability \(\alpha\) and cutoff parameter \(\gamma\). With \(\boldsymbol\rho=\mathbf r-\mathbf R_\lambda\) and \(Z_\mu\) the charges of the other nuclei or cores,

\[ \mathbf f_\lambda(\mathbf r)=w(\rho)\frac{\boldsymbol\rho}{\rho^3},\qquad w(\rho)=1-e^{-\gamma\rho^2},\qquad \mathbf N_\lambda=\sum_{\mu\ne\lambda}Z_\mu\,\mathbf f_\lambda(\mathbf R_\mu), \]

\[ V=-\tfrac12\sum_\lambda\alpha_\lambda\Big|\sum_i\mathbf f_\lambda(\mathbf r_i)-\mathbf N_\lambda\Big|^2 . \]

Below, \(\lambda\) is dropped and a sum over cores is understood. The one-electron and pair operators are \(h=-\tfrac12\alpha f^2+\alpha\,\mathbf N\cdot\mathbf f\) and \(v_{12}=-\alpha\,\mathbf f(1)\cdot\mathbf f(2)\).

For \(n\) real basis functions \(\chi_\mu\) with overlap matrix \(S\),

\[ F^k_{\mu\nu}=\int\chi_\mu f_k\chi_\nu\,d^3r,\qquad Q_{\mu\nu}=\int\chi_\mu f^2\chi_\nu\,d^3r . \]

The closed-shell density matrix is \(D\), and \(d_k=\operatorname{tr}DF^k\). The pair operator has expectation value \(E_2\) and Fock contribution \(G=J[D]-\tfrac12K[D]\), with

\[ J[D]=-\alpha\sum_kd_kF^k,\qquad K[D]=-\alpha\sum_kF^kDF^k . \]

The total is

\[ \langle V\rangle=-\tfrac12\alpha\Big[|\mathbf d-\mathbf N|^2+\Delta\Big],\qquad\Delta=\operatorname{tr}DQ-\tfrac12\sum_k\operatorname{tr}DF^kDF^k . \]

The first term is the mean-field term, the sum of the Coulomb (\(-\tfrac12\alpha|\mathbf d|^2\)), cross (\(\alpha\mathbf N\cdot\mathbf d\)) and constant (\(-\tfrac12\alpha N^2\)) terms. \(\Delta\) is the variance of the field, and the sum subtracted in it is the exchange trace. The product form \(\sum_kF^kS^{-1}F^k\), used in place of \(Q\), underestimates \(\Delta\).

The matrices \(F^k\) follow from

\[ f_k=\frac4{\sqrt\pi}\int_0^\infty t^2\Big[\rho_ke^{-t^2\rho^2}-\rho_ke^{-(t^2+\gamma)\rho^2}\Big]dt , \]

evaluated as a sum of p Gaussians by the trapezoid rule in \(\ln t\) with step \(\eta\) (printed as `h` in the table). For s functions, \(\chi_\mu\chi_\nu\) is a constant times \(e^{-p|\boldsymbol\rho-\mathbf R|^2}\), with \(\mathbf R\) measured from the core. Completing the square, \(s\rho^2+p|\boldsymbol\rho-\mathbf R|^2=(p+s)|\boldsymbol\rho-\tfrac{p}{p+s}\mathbf R|^2+\tfrac{ps}{p+s}R^2\), gives

\[ \int\rho_ke^{-s\rho^2}e^{-p|\boldsymbol\rho-\mathbf R|^2}d^3\rho=\frac{pR_k}{p+s}\Big(\frac\pi{p+s}\Big)^{3/2}e^{-psR^2/(p+s)} . \]

The integral over \(t\) is now carried out for s functions.

For the undamped term set \(s=t^2\) and \(u^2=t^2/(p+t^2)\). Then \(t^2=pu^2/(1-u^2)\), \(p+t^2=p/(1-u^2)\) and \(dt=\sqrt p\,(1-u^2)^{-3/2}du\). In \(t^2\,p\,(p+t^2)^{-5/2}dt\) the powers of \(p\) add to \(1+1-\tfrac52+\tfrac12=0\) and those of \(1-u^2\) to \(-1+\tfrac52-\tfrac32=0\), leaving \(u^2du\). The prefactor is \(4\pi^{3/2}/\sqrt\pi=4\pi\), and the result is \(4\pi R_kF_1(pR^2)\), with the Boys function \(F_1(T)=\int_0^1u^2e^{-Tu^2}du\). For the damping term the same completed square with \(s=\gamma\) yields a Gaussian of exponent \(p+\gamma\) at \(p\mathbf R/(p+\gamma)\), for which exponent times squared distance is \(p^2R^2/(p+\gamma)\). Together,

\[ \int f_k\,e^{-p|\boldsymbol\rho-\mathbf R|^2}d^3\rho=4\pi R_k\Big[F_1(pR^2)-\frac p{p+\gamma}\,e^{-p\gamma R^2/(p+\gamma)}F_1\Big(\frac{p^2R^2}{p+\gamma}\Big)\Big]. \]

For \(Q\) the operator is \(w^2/\rho^4\) with \(w^2=1-2e^{-\gamma\rho^2}+e^{-2\gamma\rho^2}\). From \(\int_0^\infty s\,e^{-s\rho^2}ds=\rho^{-4}\), a shift of variable gives \(e^{-a\rho^2}/\rho^4=\int_a^\infty(s-a)e^{-s\rho^2}ds\). The combined kernel is \(s\) for \(s<\gamma\), then \(s-2(s-\gamma)=2\gamma-s\) for \(\gamma<s<2\gamma\), and \(2\gamma-s+(s-2\gamma)=0\) beyond:

\[ \frac{w^2}{\rho^4}=\int_0^{2\gamma}\min(s,\,2\gamma-s)\,e^{-s\rho^2}ds . \]

The three separately divergent pieces have cancelled inside the kernel, and \(Q\) is a finite-range sum of overlaps with s Gaussians. The kink at \(s=\gamma\) calls for two Gauss–Legendre panels. The overlap contains \((p+s)^{-3/2}\), singular at \(s=-p\), which approaches the first panel as \(p/\gamma\to0\), so diffuse functions and large \(\gamma\) require more nodes. So do compact products far from the core, because the factor \(e^{-psR^2/(p+s)}\) then decays within a small part of the first panel when \(\gamma R^2\) is large.

## Worked example: methane

The calculation is restricted Hartree–Fock for CH\(_4\) with the BFD pseudopotential and BFD-VDZ basis on carbon and cc-pVDZ on hydrogen, \(n=33\). The C–H distance is 2.05 bohr in \(T_d\), and a \(C_{3v}\) structure has one bond stretched to 2.45 bohr. The core is C\(^{4+}\). Coupled-perturbed Hartree–Fock in an even-tempered basis gives \(\alpha=0.008936\) bohr\(^3\), and a finite field gives the same digits. A larger basis moves the last digit by one unit, and correlating the two core electrons raises the value by 0.3%, to 0.008964 bohr\(^3\). The cutoff \(\gamma=2\) bohr\(^{-2}\) is a round, unfitted value, so the digits below show the arithmetic of the model and are not predictions for methane. The quadrature uses \(\eta=0.2\) with 162 p shells and 80 s shells. Its matrices differ from a direct grid integration by at most \(2.0\times10^{-7}\) in atomic units, and an s–s field integral of 0.19552226 bohr\(^{-2}\) differs from the Boys form by \(9.0\times10^{-13}\) bohr\(^{-2}\). Storage is \(4\times561=2244\) numbers per core, with \(561=33\cdot34/2\), against \(561\cdot562/2=157641\) unique four-index elements.

In \(T_d\), \(\mathbf d\) and \(\mathbf N\) vanish, \(\operatorname{tr}DQ=2.476149\) and the exchange trace is 0.815819 bohr\(^{-4}\). With \(\alpha/2=0.004468\) bohr\(^3\),

\[ \langle V\rangle=-0.004468\,(2.476149-0.815819)=-0.011063+0.003645=-0.007418\ E_h . \]

In \(C_{3v}\), \(|\mathbf d|=0.076006\) and \(|\mathbf N|=0.071304\) bohr\(^{-2}\), both along the threefold axis, and \(|\mathbf d-\mathbf N|=0.004702\) bohr\(^{-2}\). The Coulomb, cross and constant terms are \((-2.581+4.843-2.272)\times10^{-5}=-0.010\times10^{-5}\,E_h\), in agreement with \(-0.004468\times0.004702^2\). The variance is \(2.385993-0.773800=1.612193\) bohr\(^{-4}\), and \(\langle V\rangle=-0.010660+0.003457=-0.007203\,E_h\). The SCF energy falls by 0.0074112 \(E_h\) (0.20 eV) in \(T_d\) and by 0.0071963 \(E_h\) in \(C_{3v}\). The stretching energy therefore rises by \(0.0074112-0.0071963=0.000215\,E_h\) (0.006 eV), from 0.019554 to 0.019769 \(E_h\), and the change comes from the smaller variance of the stretched structure, since the mean-field term is near \(10^{-7}\,E_h\). These numbers are not converged in the basis. With BFD-VTZ and cc-pVTZ (\(n=85\)) the \(T_d\) shift is 0.00744 instead of 0.00741 \(E_h\), the stretching energy without CPP is 0.02121 instead of 0.01955 \(E_h\), and its CPP change is 0.000227 instead of 0.000215 \(E_h\).

The numerical check asserts the contractions against a four-index SCF, a finite-difference derivative and a pair-density double sum, with a fictitious second centre on a hydrogen atom to exercise the sum over cores. The double sum is asserted against matrices built on its own coarse grid. Its printed value, \(-0.003174\) against the analytic \(-0.003190\,E_h\), differs by the error of that grid.

## Guidance

Keep the exchange term. In \(T_d\) methane dropping the pair operator changes \(\langle V\rangle\) from \(-0.007418\) to \(-0.011063\,E_h\) at fixed density, an error of \(0.003645/0.007418=49\%\) of the full value, all of it exchange. A test on such a symmetric structure cannot detect a wrong sign or factor in \(J\), in the cross term or in the constant, since all three vanish with \(\mathbf d\) and \(\mathbf N\).

Keep the Coulomb, cross and constant terms together. They form one square, and in the stretched molecule each is more than 200 times their sum in the double-zeta basis (about 80 times or more in the triple-zeta one, where \(|\mathbf d-\mathbf N|=0.0079\) bohr\(^{-2}\)), so omitting one leaves an error far larger than the mean-field energy itself.

Compute \(Q\) directly. In the 33-function basis the product form retains 0.929726 of 1.612193 bohr\(^{-4}\). It misses \(0.682467/1.612193=42\%\) of the variance, or \(0.004468\times0.682467=0.003049\,E_h\) in the total energy of the \(C_{3v}\) structure. The \(T_d\) deficit is 0.70766 bohr\(^{-4}\), so the error left in the stretching energy is \(0.004468\,(0.68247-0.70766)=-0.000113\,E_h\), about half of the CPP change. In the triple-zeta basis the missed fraction is 15% and the error in the stretching energy is \(-0.000036\,E_h\). Resolving in 74 functions cuts the deficit to 0.013474 bohr\(^{-4}\).

Decide on self-consistency from the size of the relaxation. Scale \(\alpha\to\xi\alpha\). The SCF energy is stationary in the orbitals and \(V\) is linear in \(\alpha\), so \(dE/d\xi=\langle V\rangle\) at \(\xi=1\) with the relaxed density, and using the unperturbed determinant as a trial function gives \(E(1)-E(0)\le\langle V\rangle_0\). If \(E(\xi)-E(0)=E_1\xi+E_2'\xi^2\) to second order, then \(\langle V\rangle_0=E_1\), the shift is \(E_1+E_2'\), and \(\langle V\rangle=E_1+2E_2'\). In \(T_d\) these are \(-0.0074043\), \(-0.0074112\) and \(-0.0074181\,E_h\), equally spaced by \(6.9\times10^{-6}\,E_h\), which is 0.09% of the shift (0.11% in the triple-zeta basis). For this core and this cutoff a first-order evaluation of the total energy suffices. The ratio \(E_2'/E_1\) is proportional to \(\alpha\) at this order and grows for softer cores.

Do not read the energy gain from orbital energies. The highest occupied level rises, from \(-0.544507\) to \(-0.544478\,E_h\) in \(T_d\), while the total energy falls. At fixed density \(\operatorname{tr}D(h+G)=\operatorname{tr}Dh+2E_2\) counts the positive exchange term twice, giving \(-0.011063+2(0.003645)=-0.003773\,E_h\) for twice the sum of the level shifts, and the relaxed density changes the ordinary Coulomb and exchange matrices at first order in \(\alpha\) as well. For the highest level the relaxation decides the sign: at the unperturbed density \(h+G\) lowers the \(t_2\) level by \(6.4\times10^{-4}\,E_h\), and the relaxation raises it by slightly more. The small net rise depends on the basis, being \(2.9\times10^{-5}\,E_h\) here and \(1.2\times10^{-5}\,E_h\) in the triple-zeta basis.

Treat \(\gamma\) as a major uncertainty. When \(\gamma\rho^2\ll1\) over all charges, \(\mathbf f\approx\gamma\hat{\boldsymbol\rho}\) and \(\langle V\rangle\propto\gamma^2\). For large \(\gamma\) and a fixed electron density with the value \(n_0\ne0\) at the core, the substitution \(y=\sqrt\gamma\,\rho\) gives \(\operatorname{tr}DQ\approx4\pi n_0\sqrt\gamma\int_0^\infty(1-e^{-y^2})^2y^{-2}dy\), which grows without limit. The matrices \(F^k\) tend to finite limits because \(\rho^{-2}\) is integrable in three dimensions, and \(\mathbf N\) tends to its undamped value, so \(\mathbf d\) and the exchange trace stay finite, \(\langle V\rangle\propto\sqrt\gamma\) asymptotically, and there is no converged value to approach. The first-order energies at \(\gamma=1,2,4\) bohr\(^{-2}\) are \(-0.003425\), \(-0.007404\) and \(-0.013867\,E_h\), with ratios 2.16 and 1.87 per doubling. The ratio tends to 4 for small \(\gamma\) and to \(\sqrt2\) for large \(\gamma\), but \(\sqrt2\) is not a lower bound. In \(T_d\) methane the ratio falls to 1.21 near \(\gamma=128\) bohr\(^{-2}\) and then rises slowly toward \(\sqrt2\) from below. The polarizability can be computed from the isolated ion, whereas \(\gamma\) must be fitted to a reference that contains core–valence correlation, for the same pseudopotential and the same form of \(w\). A pseudopotential that was itself fitted to correlated data may already hold part of this energy, and adding a CPP would count that part twice.

In quantum Monte Carlo no matrix is needed. \(V\) is a bounded local function of the electron positions, obtained by summing the field vectors at each core and squaring. Sampling the \(C_{3v}\) determinant gives for carbon a one-body moment of \(2.378\pm0.010\) against \(\operatorname{tr}DQ=2.386\), and a pair moment of \(-0.765\pm0.006\) against \(0.076006^2-0.773800=-0.768\) bohr\(^{-4}\). The sampled energy is \(-0.00718\pm0.00004\,E_h\) against \(-0.00720\,E_h\) from the matrices. The exchange trace holds for a single determinant. With a Jastrow factor or a projected wavefunction the sampled value will in general differ from the matrix value of the determinant, while the operator stays the same.

## Table of computed values

```
alpha(C4+) CPHF = 0.008936 bohr^3, finite field = 0.008936 bohr^3
gamma = 2.0 bohr^-2, R(CH) = 2.05 bohr, stretched bond = 2.45 bohr
nodes: 162 p shells (h = 0.2), 80 s shells
Boys test: F_z = 0.19552226 bohr^-2, error = 9.0e-13 bohr^-2
Td first-order <V>_0 at gamma = 1.0 bohr^-2: -0.003425 Eh
Td first-order <V>_0 at gamma = 4.0 bohr^-2: -0.013867 Eh
[Td] E(RHF) = -7.843235 Eh, E(RHF+CPP) = -7.850646 Eh
[Td] |d| = 0.000000, |N| = 0.000000, |d-N| = 0.000000 bohr^-2
[Td] trDQ = 2.476149, 1/2 trDFDF = 0.815819, variance = 1.660330 bohr^-4
[Td] Q term = -0.011063 Eh, exchange = 0.003645 Eh
[Td] Coulomb = -7.977e-33, cross = 0.000e+00, constant = 0.000e+00 Eh
[Td] <V> = -0.0074181 Eh, alpha dE/dalpha = -0.0074181 Eh
[Td] <V>_0 = -0.0074043 Eh, SCF shift = -0.0074112 Eh = -0.2017 eV
[Td] HOMO = -0.544507 -> -0.544478 Eh
[C3v] E(RHF) = -7.823681 Eh, E(RHF+CPP) = -7.830878 Eh
[C3v] |d| = 0.076006, |N| = 0.071304, |d-N| = 0.004702 bohr^-2
[C3v] trDQ = 2.385993, 1/2 trDFDF = 0.773800, variance = 1.612193 bohr^-4
[C3v] Q term = -0.010660 Eh, exchange = 0.003457 Eh
[C3v] Coulomb = -2.581e-05, cross = 4.843e-05, constant = -2.272e-05 Eh
[C3v] <V> = -0.0072031 Eh, alpha dE/dalpha = -0.0072031 Eh
[C3v] <V>_0 = -0.0071895 Eh, SCF shift = -0.0071963 Eh = -0.1958 eV
[C3v] HOMO = -0.497539 -> -0.497507 Eh
stretch energy: 0.019554 -> 0.019769 Eh, change = 0.000215 Eh = 0.0058 eV
test centre on H2: alpha = 0.02 bohr^3, gamma = 1.0 bohr^-2
max |Laplace - grid| over F, Q = 2.0e-07 a.u.
two-centre E2: pair-density sum = -0.003174 Eh, analytic = -0.003190 Eh
two-centre SCF: matrices = -7.83708910 Eh, four-index = -7.83708910 Eh
[C3v] in-basis variance = 0.929726 bohr^-4, missed fraction = 0.4233
[C3v] trD(Q-FS^-1F) = 0.682467 (33 AOs), 0.013474 (74 AOs) bohr^-4
[C3v] energy error without Q = 0.003049 Eh
n = 33: unique four-index elements = 157641, F and Q elements per centre = 2244
VMC: 1500 walkers, 150 sweeps after 50, step = 0.6 bohr
VMC centre C one-body: 2.3783 +- 0.0098, matrices 2.3860 bohr^-4
VMC centre C pair: -0.7654 +- 0.0059, matrices -0.7680 bohr^-4
VMC centre C full: 1.6075 +- 0.0081, matrices 1.6122 bohr^-4
VMC centre H2 one-body: 0.7047 +- 0.0025, matrices 0.7064 bohr^-4
VMC centre H2 pair: 0.6578 +- 0.0048, matrices 0.6622 bohr^-4
VMC centre H2 full: 0.6186 +- 0.0036, matrices 0.6195 bohr^-4
VMC <V> on C = -0.007182 +- 0.000036 Eh
```
